# Trajectories Needed to Estimate a Small Tube Transmission Probability: verification in Python

```python
"""
Result under test: an analogue Monte Carlo estimate of a transmission
probability W needs N = (1 - W) / (W eps^2) independent trajectories for a
relative standard error eps; W = 0.013 and eps = 0.01 give about 760,000.

W      probability that a molecule entering a tube leaves by the far end
eps    relative standard error (one standard deviation divided by W)
aspect tube length / tube diameter; lengths in the solver are in diameters
stick  probability of permanent loss at each wall hit
The tube is circular, with cosine-law entry and diffuse wall re-emission.
"""
import itertools
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import solve_toeplitz
from scipy.optimize import brentq
from scipy.stats import binom, norm


def required_trajectories(W, eps):
    return (1 - W) / (W * eps**2)


def relative_error(W, N):
    return math.sqrt((1 - W) / (N * W))


def solve_tube(aspect, stick, cells):
    """Cell-averaged integral equation for the far-end exit probability."""
    h = aspect / cells
    x = h * np.arange(cells + 1)
    # Integral from 0 to x of the wall-to-end escape probability.
    H = 0.5 * x / (np.sqrt(x * x + 1) + x)
    landing = np.empty(cells)
    landing[0] = 1 - 2 * H[1] / h
    landing[1:] = -(H[2:] - 2 * H[1:-1] + H[:-2]) / h
    escape = np.diff(H)
    column = -(1 - stick) * landing
    column[0] += 1
    exit_probability = solve_toeplitz(column, escape[::-1] / h)
    direct = 1 - 4 * H[-1]
    return direct + 4 * (1 - stick) * np.dot(escape, exit_probability)


def transmission(aspect, stick=0.0, cells=1500):
    """Remove the leading squared-cell-size error by extrapolation."""
    coarse = solve_tube(aspect, stick, cells)
    fine = solve_tube(aspect, stick, 2 * cells)
    return (4 * fine - coarse) / 3


def wall_flight(rng, count):
    """Axial step and full flight length, in diameters, after a wall hit."""
    cos2 = rng.random(count)
    axial = np.sqrt(1 - cos2) * np.cos(2 * np.pi * rng.random(count))
    length = np.sqrt(cos2) / (1 - axial * axial)
    return length * axial, length


def simulate(aspect, count, rng):
    """Follow molecules in three dimensions; return scores and wall hits."""
    passed = np.zeros(count, dtype=bool)
    hits = np.zeros(count, dtype=np.int64)
    radius = 0.5 * np.sqrt(rng.random(count))
    angle = 2 * np.pi * rng.random(count)
    cos2 = rng.random(count)
    across = (-radius * np.cos(angle)
              + np.sqrt(0.25 - (radius * np.sin(angle))**2))
    z = across * np.sqrt(cos2 / (1 - cos2))
    passed[z > aspect] = True
    labels = np.flatnonzero(z <= aspect)
    z = z[labels]
    wall_hits = 0
    while z.size:
        wall_hits += 1
        z += wall_flight(rng, z.size)[0]
        inside = (z >= 0) & (z <= aspect)
        if not inside.all():
            gone = ~inside
            gone_labels = labels[gone]
            hits[gone_labels] = wall_hits
            passed[gone_labels] = z[gone] > aspect
            z = z[inside]
            labels = labels[inside]
    return passed, hits


def binomial_table(N, W):
    centre = N * W
    width = 15 * math.sqrt(N * W * (1 - W))
    k = np.arange(max(0, int(centre - width)), min(N, int(centre + width)) + 1)
    weight = binom.pmf(k, N, W)
    return k, weight / weight.sum()


def summed_relative_error(N, W):
    k, weight = binomial_table(N, W)
    return math.sqrt(np.sum(weight * (k / N - W)**2)) / W


def coverage(N, W, eps):
    k, weight = binomial_table(N, W)
    return weight[np.abs(k / N - W) <= eps * W].sum()


# Exact variance by enumeration of every outcome of five trajectories.
w = sp.symbols("w")
mean = second = sp.Integer(0)
for scores in itertools.product((0, 1), repeat=5):
    total = sum(scores)
    chance = w**total * (1 - w)**(5 - total)
    mean += chance * sp.Rational(total, 5)
    second += chance * sp.Rational(total, 5)**2
assert sp.expand(mean - w) == 0
assert sp.expand(second - mean**2 - w * (1 - w) / 5) == 0

# Required integer count, checked by direct sums over the distribution.
W0, eps = 0.013, 0.01
N_real = required_trajectories(W0, eps)
N0 = math.ceil(N_real)
assert summed_relative_error(N0, W0) <= eps
assert summed_relative_error(N0 - 1, W0) > eps
assert round(N0, -4) == 760000
cover_one = coverage(N0, W0, eps)
assert abs(cover_one - (2 * norm.cdf(1) - 1)) < 0.005
z95 = norm.ppf(0.975)
N95 = math.ceil(z95**2 * N_real)
cover_95 = coverage(N95, W0, eps)
assert abs(cover_95 - 0.95) < 0.003

# Pilot run: spread of the forecast N, summed over its possible outcomes.
pilot = 10000
pilot_error = relative_error(W0, pilot)
forecast_error = pilot_error / (1 - W0)
k, weight = binomial_table(pilot, W0)
keep = k > 0
forecast = required_trajectories(k[keep] / pilot, eps)
weight = weight[keep] / weight[keep].sum()
forecast_mean = np.sum(weight * forecast)
forecast_sd = math.sqrt(np.sum(weight * (forecast - forecast_mean)**2))
# The first-order rule omits terms of relative order 1/(pilot*W), about 1%.
assert abs(forecast_sd / N_real / forecast_error - 1) < 0.05

# Pore geometry and deterministic transmission probability.
width_nm, length_nm = 100.0, 10000.0
aspect = length_nm / width_nm
W = transmission(aspect)
W_coarse = transmission(aspect, cells=750)
assert abs(W_coarse / W - 1) < 1e-4
long_tube = 4 / (3 * aspect)
deviation = abs(W / long_tube - 1)
deviation_longer = abs(transmission(4 * aspect) * 3 * aspect - 1)
assert deviation_longer < 0.5 * deviation
N_pore = math.ceil(required_trajectories(W, eps))
aspect_target = brentq(lambda a: transmission(a) - W0, 80, 120, xtol=1e-6)

# Independent trajectories in the pore.
rng = np.random.default_rng(20240611)
count, batch = 200000, 500
passed, hits = simulate(aspect, count, rng)
W_mc = passed.mean()
se_mc = passed.std(ddof=1) / math.sqrt(count)
assert abs(W_mc - W) < 4.5 * se_mc
batch_means = passed.reshape(-1, batch).mean(axis=1)
scatter_ratio = batch_means.var(ddof=1) * batch / (W * (1 - W))
scatter_tolerance = 4.5 * math.sqrt(2 / (len(batch_means) - 1)) + 0.02
assert abs(scatter_ratio - 1) < scatter_tolerance

mean_hits = 2 * aspect
hits_mc = hits.mean()
hits_se = hits.std(ddof=1) / math.sqrt(count)
assert abs(hits_mc - mean_hits) < 4.5 * hits_se

# Mean hits of transmitted molecules from the response to weak loss.
ds = 1e-6
slope = (transmission(aspect, ds) - transmission(aspect, -ds)) / (2 * ds)
passed_hits = -slope / W
passed_hits_mc = hits[passed].mean()
passed_hits_se = hits[passed].std(ddof=1) / math.sqrt(passed.sum())
assert abs(passed_hits_mc - passed_hits) < 4.5 * passed_hits_se
assert passed_hits > 5 * mean_hits

# A short tube separates binomial scatter from Poisson scatter.
short_W = transmission(1.0, cells=400)
short_passed, _ = simulate(1.0, count, rng)
short_se = short_passed.std(ddof=1) / math.sqrt(count)
assert abs(short_passed.mean() - short_W) < 4.5 * short_se
short_batches = short_passed.reshape(-1, batch).mean(axis=1)
short_variance = short_batches.var(ddof=1) * batch
short_binomial = short_variance / (short_W * (1 - short_W))
short_poisson = short_variance / short_W
assert abs(short_binomial - 1) < scatter_tolerance
assert abs(short_poisson - 1) > scatter_tolerance

# Sticking: integral equation against survival-weighted trajectories.
stick = 1e-4
W_stick = transmission(aspect, stick)
survival = passed * (1 - stick)**hits
stick_se = survival.std(ddof=1) / math.sqrt(count)
assert abs(survival.mean() - W_stick) < 4.5 * stick_se
N_stick = math.ceil(required_trajectories(W_stick, eps))

# Narrowing by a film on the side wall.
film_nm = 2.5
narrow_nm = width_nm - 2 * film_nm
W_narrow = transmission(length_nm / narrow_nm)

# Gas collisions for rough process conditions.
temperature_K, pressure_Torr, molecule_nm = 500.0, 1.0, 0.5
free_path_nm = 1e9 * constants.k * temperature_K / (
    math.sqrt(2) * math.pi * (molecule_nm * 1e-9)**2
    * pressure_Torr * constants.torr)
_, flight = wall_flight(rng, 1000000)
flight_se = flight.std(ddof=1) / math.sqrt(flight.size)
assert abs(flight.mean() - 1) < 5 * flight_se
flight_ratio = width_nm / free_path_nm
gas_reduction = 1 - 1 / (1 + flight_ratio)
assert gas_reduction < eps

print(f"Target transmission probability: {W0:.3f}")
print(f"Target relative standard error: {100*eps:.1f} %")
print(f"Variance of one score: {W0*(1-W0):.6f}")
print(f"Required N before rounding up: {N_real:.2f}")
print(f"Required N: {N0}")
print(f"Expected transmitted molecules: {N0*W0:.0f}")
print(f"Standard deviation of that count: {math.sqrt(N0*W0*(1-W0)):.1f}")
print(f"Rare-event shortcut for N: {1/(W0*eps**2):.0f}")
print(f"Chance of lying within 1 % at required N: {100*cover_one:.1f} %")
print(f"N for 95 % chance of lying within 1 %: {N95}")
print(f"Summed chance at that N: {100*cover_95:.2f} %")
print(f"Pilot trajectories: {pilot}")
print(f"Pilot relative standard error: {100*pilot_error:.1f} %")
print(f"First-order error of forecast N: {100*forecast_error:.1f} %")
print(f"Summed error of forecast N: {100*forecast_sd/N_real:.1f} %")
print(f"Pore width: {width_nm:.0f} nm")
print(f"Pore length: {length_nm:.0f} nm")
print(f"Length/diameter: {aspect:.1f}")
print(f"Pore W from integral equation: {W:.6f}")
print(f"Long-tube approximation to W: {long_tube:.6f}")
print(f"Length/diameter for W = 0.013: {aspect_target:.2f}")
print(f"Required N for the pore: {N_pore}")
print(f"Simulated trajectories: {count}")
print(f"Transmitted in simulation: {passed.sum()}")
print(f"Simulated W: {W_mc:.6f}")
print(f"Standard error of simulated W: {se_mc:.6f}")
print(f"Relative standard error of simulated W: {100*se_mc/W_mc:.2f} %")
print(f"Batches: {len(batch_means)} of {batch} trajectories")
print(f"Pore batch variance / binomial variance: {scatter_ratio:.3f}")
print(f"Short-tube W at length/diameter 1: {short_W:.5f}")
print(f"Short-tube variance / binomial variance: {short_binomial:.3f}")
print(f"Short-tube variance / Poisson variance: {short_poisson:.3f}")
print(f"Mean wall hits, area argument: {mean_hits:.1f}")
print(f"Mean wall hits, simulated: {hits_mc:.1f} +/- {hits_se:.1f}")
print(f"Expected total wall hits at pore N: {N_pore*mean_hits:.3e}")
print(f"Mean hits if transmitted, integral equation: {passed_hits:.0f}")
print(f"Mean hits if transmitted, simulated: {passed_hits_mc:.0f}"
      f" +/- {passed_hits_se:.0f}")
print(f"Sticking probability per wall hit: {stick:.1e}")
print(f"W with sticking: {W_stick:.6f}")
print(f"Change of W by sticking: {100*(W_stick/W-1):.1f} %")
print(f"Simulated W with sticking: {survival.mean():.6f}"
      f" +/- {stick_se:.6f}")
print(f"Required N with sticking: {N_stick}")
print(f"Film thickness on side wall: {film_nm:.1f} nm")
print(f"Narrowed pore width: {narrow_nm:.1f} nm")
print(f"W of narrowed pore: {W_narrow:.6f}")
print(f"Change of W by narrowing: {100*(W_narrow/W-1):.1f} %")
print(f"Gas temperature: {temperature_K:.0f} K")
print(f"Gas pressure: {pressure_Torr:.1f} Torr")
print(f"Molecular diameter: {molecule_nm:.1f} nm")
print(f"Gas mean free path: {free_path_nm:.0f} nm")
print(f"Mean wall-to-wall flight / width: {flight.mean():.4f}"
      f" +/- {flight_se:.4f}")
print(f"Mean flight / mean free path: {100*flight_ratio:.3f} %")
print(f"Rough reduction of W by gas collisions: {100*gas_reduction:.2f} %")
print("PASS")
```

Running it gives:

```
Target transmission probability: 0.013
Target relative standard error: 1.0 %
Variance of one score: 0.012831
Required N before rounding up: 759230.77
Required N: 759231
Expected transmitted molecules: 9870
Standard deviation of that count: 98.7
Rare-event shortcut for N: 769231
Chance of lying within 1 % at required N: 68.2 %
N for 95 % chance of lying within 1 %: 2916554
Summed chance at that N: 94.99 %
Pilot trajectories: 10000
Pilot relative standard error: 8.7 %
First-order error of forecast N: 8.8 %
Summed error of forecast N: 9.0 %
Pore width: 100 nm
Pore length: 10000 nm
Length/diameter: 100.0
Pore W from integral equation: 0.012945
Long-tube approximation to W: 0.013333
Length/diameter for W = 0.013: 99.56
Required N for the pore: 762514
Simulated trajectories: 200000
Transmitted in simulation: 2515
Simulated W: 0.012575
Standard error of simulated W: 0.000249
Relative standard error of simulated W: 1.98 %
Batches: 400 of 500 trajectories
Pore batch variance / binomial variance: 0.938
Short-tube W at length/diameter 1: 0.51423
Short-tube variance / binomial variance: 1.023
Short-tube variance / Poisson variance: 0.497
Mean wall hits, area argument: 200.0
Mean wall hits, simulated: 195.4 +/- 2.2
Expected total wall hits at pore N: 1.525e+08
Mean hits if transmitted, integral equation: 5247
Mean hits if transmitted, simulated: 5087 +/- 65
Sticking probability per wall hit: 1.0e-04
W with sticking: 0.008036
Change of W by sticking: -37.9 %
Simulated W with sticking: 0.007902 +/- 0.000162
Required N with sticking: 1234438
Film thickness on side wall: 2.5 nm
Narrowed pore width: 95.0 nm
W of narrowed pore: 0.012313
Change of W by narrowing: -4.9 %
Gas temperature: 500 K
Gas pressure: 1.0 Torr
Molecular diameter: 0.5 nm
Gas mean free path: 46617 nm
Mean wall-to-wall flight / width: 1.0004 +/- 0.0006
Mean flight / mean free path: 0.215 %
Rough reduction of W by gas collisions: 0.21 %
PASS
```
